# Avalanche multiplication in a thin layer with equal ionisation coefficients

## Question

I am stuck on this exercise: "The electron and hole ionisation coefficients are both $2\times10^4$ per centimetre over a layer of 0.1 micrometre. Show that the avalanche multiplication is 1.25."

I tried two ways. An electron crossing the layer creates $\alpha W=0.2$ pairs on average, so I expected $1+0.2=1.20$. Then I noticed that the new electrons can ionise too, so I wrote $dJ_n/dx=\alpha J_n$ and got $e^{0.2}=1.22$. Neither is 1.25. What is missing? And would a real silicon layer this thin give 1.25?

## Answer

The missing part is the holes. They travel back towards the side where the electrons entered, and create further pairs on the way. Your first attempt leaves out ionisation by all the new carriers; your second includes the new electrons but not the new holes.

### The model and its signs

Let the layer occupy $0<x<W$. The field drives electrons towards $+x$ and holes towards $-x$. Electrons are injected at $x=0$, and no holes are injected at $x=W$. Let $J_n(x)$ and $J_p(x)$ be the magnitudes of the electron and hole current densities. Opposite charges moving in opposite directions carry current in the same direction, so the total is

$$J=J_n+J_p .$$

The coefficient $\alpha$ is the mean number of pairs an electron creates per unit path, and $\beta$ is the same quantity for a hole. I assume a steady state, one-dimensional flow, no recombination, and local ionisation: a carrier can ionise as soon as it is created, at a rate that does not depend on its history.

Consider a slice between $x$ and $x+dx$. Electrons create pairs there in proportion to $\alpha J_n\,dx$, and holes in proportion to $\beta J_p\,dx$. Each pair adds one electron, which leaves through the right face:

$$J_n(x+dx)=J_n(x)+(\alpha J_n+\beta J_p)\,dx .$$

Each pair also adds one hole, which leaves through the left face:

$$J_p(x)=J_p(x+dx)+(\alpha J_n+\beta J_p)\,dx .$$

Dividing by $dx$ gives

$$\frac{dJ_n}{dx}=\alpha J_n+\beta J_p,\qquad
\frac{dJ_p}{dx}=-(\alpha J_n+\beta J_p).$$

The minus sign does not mean that holes are destroyed. The hole current grows in the direction in which holes move, which is towards smaller $x$. Adding the two equations gives $dJ/dx=0$, so the total current is the same at every $x$.

### Solving for equal coefficients

With $\beta=\alpha$, the electron equation becomes

$$\frac{dJ_n}{dx}=\alpha(J_n+J_p)=\alpha J .$$

The right-hand side is constant. The boundary conditions are

$$J_n(0)=J_0,\qquad J_p(W)=0\;\Rightarrow\;J_n(W)=J,$$

where $J_0$ is the injected current density. Integrating from $0$ to $W$,

$$J-J_0=\alpha WJ .$$

Collecting the terms in $J$ gives $J(1-\alpha W)=J_0$, and therefore

$$M\equiv\frac{J}{J_0}=\frac{1}{1-\alpha W}\qquad(\alpha W<1).$$

Since $0.1\ \mu\text{m}=10^{-5}$ cm,

$$\alpha W=(2\times10^4\ \text{cm}^{-1})(10^{-5}\ \text{cm})=0.2,$$

$$M=\frac{1}{1-0.2}=\frac{1}{0.8}=1.25 .$$

The currents inside the layer follow from integrating only as far as $x$:

$$\frac{J_n(x)}{J_0}=1+0.25\,\frac{x}{W},\qquad
\frac{J_p(x)}{J_0}=0.25\left(1-\frac{x}{W}\right).$$

At $x=0$ the hole current is a quarter of the injected electron current. A numerical solution of the two coupled equations, which does not use the constancy of $J$, gives the same hole current, 0.2500, and the same $M=1.2500$.

### The same answer by counting generations

A carrier survives when it ionises and continues along its path. Each short piece $dx$ of the path adds $\alpha\,dx$ to the mean number of pairs it creates, so a path of length $L$ gives $\alpha L$ pairs on average.

The injected electron travels the whole width and creates $\alpha W$ pairs. Now take a pair born at $x$. Its electron travels $W-x$ to the right and its hole travels $x$ to the left. Together they create, on average,

$$\alpha(W-x)+\alpha x=\alpha W$$

pairs. The birthplace cancels, so each generation is $\alpha W$ times the size of the one before. With $g=\alpha W$,

$$M=1+g+g^2+g^3+\cdots$$

To sum the series, call the sum up to $g^n$ by the name $S_n$. Multiplying by $1-g$ cancels all terms but the first and last:

$$(1-g)S_n=1-g^{n+1}.$$

For $0\le g<1$ the last term tends to zero, and $M=1/(1-g)$ as before. Here the series is $1+0.2+0.04+0.008+\cdots=1.25$.

A random simulation with 200,000 injected electrons gave 0.2009, 0.0402 and 0.0082 pairs per electron in the first three generations. The overall multiplication was $1.2514\pm0.0014$, where the uncertainty is one standard error.

This shows what each of your attempts counts. The value 1.20 stops after the first generation. The exponential is the solution for $\beta=0$:

$$e^g=1+g+\frac{g^2}{2}+\cdots=1.221 .$$

Its second-order term is $g^2/2=0.02$ instead of $g^2=0.04$. First-generation pairs are born uniformly across the layer, so their electrons travel $W/2$ on average and produce $g\times g/2=0.02$ pairs. Their holes also travel $W/2$ on average and produce the other 0.02.

The cancellation has another consequence. If light creates a primary pair anywhere in the layer, the mean final number of pairs, including the primary one, is again $1/(1-g)$. With equal coefficients, the multiplication does not depend on where the process starts.

### When the formula fails

As $\alpha W$ approaches 1, each generation becomes as large as the previous one and $M$ diverges. With $\alpha=2\times10^4$ per cm held fixed, this happens at $W=1/\alpha=500$ nm.

At $\alpha W=1$ the integrated equation reads $J-J_0=J$, which requires $J_0=0$. No steady state exists with a positive injected current. At $\alpha W=1.2$ the formula gives $M=-5$, and the hole current at the entrance would be $J_p(0)/J_0=M-1=-6$. A negative magnitude means that the assumed steady state does not exist. In this model the current keeps growing until something outside the model, such as a series resistance, lowers the field.

The coefficient need not be uniform. If it varies with position but stays equal for the two carriers, integrating $dJ_n/dx=\alpha(x)J$ gives

$$M=\frac{1}{1-\int_0^W\alpha(x)\,dx}.$$

For example, $\alpha(x)=2\alpha_0\sin^2(\pi x/W)=\alpha_0[1-\cos(2\pi x/W)]$ has the integral $\alpha_0W$, because the cosine averages to zero. With $\alpha_0=2\times10^4$ per cm, the numerical solution again gives 1.2500.

### If electrons and holes ionise differently

For constant but unequal coefficients, substitute $J_p=J-J_n$ in the electron equation:

$$\frac{dJ_n}{dx}=(\alpha-\beta)J_n+\beta J .$$

Write $\delta=\alpha-\beta$ and multiply by $e^{-\delta x}$. The terms containing $J_n$ combine into one derivative:

$$\frac{d}{dx}\left(J_ne^{-\delta x}\right)=\beta Je^{-\delta x}.$$

Integrate from $0$ to $W$, using $J_n(0)=J_0$ and $J_n(W)=J$:

$$Je^{-\delta W}-J_0=\frac{\beta J}{\delta}\left(1-e^{-\delta W}\right).$$

Let $k=\beta/\alpha$, so that $\delta=(1-k)\alpha$ and $\beta/\delta=k/(1-k)$. Solving for $J_0/J$,

$$\frac{J_0}{J}=e^{-\delta W}-\frac{k}{1-k}\left(1-e^{-\delta W}\right)
=\frac{e^{-\delta W}-k}{1-k}.$$

Thus

$$M_n=\frac{1-k}{e^{-(1-k)\alpha W}-k},$$

as long as the denominator has the same sign as $1-k$.

For $k=0$ this is your exponential. For $k$ close to 1, set $\epsilon=1-k$. The denominator is then $e^{-\epsilon g}-1+\epsilon\approx\epsilon(1-g)$, and the factor $\epsilon$ cancels, leaving $1/(1-g)$.

Now take $\alpha=3\times10^4$ and $\beta=1\times10^4$ per cm, whose average is still $2\times10^4$ per cm. Then $k=1/3$, $\alpha W=0.3$, and

$$M_n=\frac{2/3}{e^{-0.2}-1/3}=1.37 .$$

For hole injection from the other side, exchange the two coefficients. This replaces $k$ by 3 and $\alpha W$ by 0.1:

$$M_p=\frac{-2}{e^{0.2}-3}=1.12 .$$

The average coefficient alone is therefore not enough: it now matters which carrier starts the process.

### Would a real silicon layer give 1.25?

Consider a silicon p-i-n diode with a 100 nm intrinsic layer at room temperature. A field of roughly 0.4 MV/cm gives coefficients of the order of $10^4$ per cm, so the numbers in the exercise are reasonable in size. Equality is a simplification, because electrons ionise more readily than holes in silicon at such fields. The unequal pair above is a rough illustration of this. The assumption of local ionisation is also poor in so thin a layer, and for the parameters used here it changes the answer substantially.

**Dead space.** A carrier that starts with little energy must gain enough to create a pair. Take a rough threshold of 1.5 eV. The field 0.4 MV/cm equals 0.04 V/nm, so even without energy loss the carrier must travel

$$d=\frac{1.5\ \text{eV}}{0.04\ \text{eV/nm}}=37.5\ \text{nm}.$$

This is more than a third of the layer. The whole layer drops 4 V, so an electron that enters cold and loses no energy to the lattice can ionise at most twice if each ionisation returns it to zero energy, as the model below assumes. A pair costs only the band gap, about 1.1 eV, so an electron that kept all its excess energy could ionise three times.

To isolate this effect, keep the coefficients equal and the mean distance between ionisations at $1/\alpha=500$ nm. Ionisation is forbidden for the first 37.5 nm after a carrier's birth and after each ionisation. Beyond that, it has a constant rate $r$, whose mean waiting distance is $1/r$. Hence $d+1/r=500$ nm, and

$$r=\frac{1}{462.5\ \text{nm}}=2.16\times10^4\ \text{cm}^{-1}.$$

The injected electron has 62.5 nm left in which to ionise for the first time. The probability that it does so is

$$1-e^{-62.5/462.5}=0.126 .$$

To include everything that follows, let $N(x)$ be the mean number of pairs eventually produced by an electron starting at $x$ and by all its descendants. By mirror symmetry, a hole starting at $x$ produces $N(W-x)$. If the first ionisation is at $s$, it adds one pair and leaves two electrons and one hole starting afresh at $s$. Therefore

$$N(x)=\int_{x+d}^{W}re^{-r(s-x-d)}\left[1+2N(s)+N(W-s)\right]ds,$$

with $N(x)=0$ when $x+d\ge W$. The factor before the bracket is the probability density for the first ionisation to occur at $s$. Solving this equation numerically gives

$$M=1+N(0)=1.138 .$$

A separate random simulation with the same dead space gives 1.137. The excess $M-1$ has fallen from 0.25 to 0.138, which is 55% of the local value. This is an estimate for a sharp threshold and cold injected electrons, and it depends on the choices made. Thresholds of 1.2 and 1.8 eV give $M=1.16$ and $1.12$. The link $d+1/r=1/\alpha$ is also a choice: with it, the dead-space model diverges at a width of about 570 nm instead of 500 nm. If $r$ is instead fixed so that the divergence stays at 500 nm, then $1/r\approx393$ nm and $M\approx1.16$, or 65% of the local excess. Carriers that enter with energy already gained elsewhere need a shorter first distance.

**Field and temperature.** Over a limited range, suppose that both coefficients vary as $e^{-b/F}$, with a rough $b=1.5$ MV/cm. Fix the value at $F_0=0.4$ MV/cm:

$$\alpha(F)=\alpha_0\exp\left(\frac{b}{F_0}-\frac{b}{F}\right),\qquad \alpha_0=2\times10^4\ \text{cm}^{-1}.$$

Raising the field by 5%, to 0.42 MV/cm, gives

$$\alpha=\alpha_0e^{3.75-3.57}=2.39\times10^4\ \text{cm}^{-1},\qquad
M=\frac{1}{1-0.239}=1.31 .$$

Heating acts the other way, since more frequent collisions with lattice vibrations make it harder to gain energy. If $b$ rises by roughly 0.07% per kelvin, it is 7% larger at 400 K than at 300 K. This rate is only a rough choice; fits for silicon differ, and a value nearer 0.05% per kelvin gives a smaller drop. With the field held at 0.4 MV/cm,

$$\alpha=\alpha_0e^{-3.75\times0.07}=1.54\times10^4\ \text{cm}^{-1},\qquad
M=\frac{1}{1-0.154}=1.18 .$$

The same scaling gives the field $F_b$ at which the local model diverges. Setting $\alpha(F_b)W=1$ and taking the logarithm,

$$\ln(\alpha_0W)+\frac{b}{F_0}-\frac{b}{F_b}=0,$$

$$F_b=\frac{b}{b/F_0+\ln(\alpha_0W)}
=\frac{1.5\ \text{MV/cm}}{3.75-1.61}=0.70\ \text{MV/cm}.$$

This keeps the width at 100 nm and ignores dead space, which would push the divergence to a higher field. It is therefore only a rough scale for the onset of breakdown and not a device rating.

**Smaller effects.** Suppose that the injected current density is $10^3$ A/cm². The moving carriers have a charge density of at most about $J/v$, where $v\approx10^7$ cm/s is a rough drift velocity. By Gauss's law, they change the field across the layer by at most about

$$\Delta F=\frac{JW}{\varepsilon v}=\frac{MJ_0W}{\varepsilon v}=0.0012\ \text{MV/cm},$$

with a rough relative permittivity of 12. Even if the whole layer felt this increase, $M$ would rise by less than 0.004.

Band-to-band tunnelling can be estimated from a pair generation rate per unit volume of the form $G=AF^{5/2}e^{-B/F}$. Collecting its charge over the width gives a current density $qGW$. With the rough constants $A=4\times10^{14}$ cm$^{-1/2}$ V$^{-5/2}$ s$^{-1}$ and $B=19$ MV/cm, this is about $10^{-16}$ A/cm² at 0.4 MV/cm. That is negligible beside the injected current, although the estimate leaves out tunnelling through defects.

Recombination during the crossing is also negligible here. The transit time is $W/v=1$ ps, about $10^{-6}$ of a rough carrier lifetime of 1 µs.

The corrections above were made one at a time and should not simply be added, because $M$ does not depend linearly on the ionisation coefficients. For the exercise as set, with equal coefficients and local ionisation, the multiplication is 1.25. For a cold-injected silicon layer this thin, dead space and unequal coefficients must be treated together before a value can be predicted. In the sharp-threshold model, with a 37.5 nm dead space for both carriers and $d+1/r$ set to $1/\alpha$ for electrons and $1/\beta$ for holes, the unequal pair gives $M_n\approx1.20$, whereas adding the two separate shifts to 1.25 would give 1.26. Other reasonable thresholds and choices of $r$ move this value between about 1.18 and 1.23. The numerical output below lists the separate estimates.

## Table of computed values

```
Ionisation coefficient, both carriers: 2.0e+04 /cm
Layer width: 100 nm = 1.0e-05 cm
alpha*W: 0.200 (no unit)
M from formula: 1.2500 (no unit)
M from coupled current equations: 1.2500 (no unit)
Hole current at x=0 / injected current: 0.2500 (no unit)
M, peaked coefficient, same integral: 1.2500 (no unit)
Random trials: 200000 (count)
M from random branching: 1.2514 (no unit)
Standard error of that M: 0.0014 (no unit)
Generation 1, simulated / expected pairs: 0.2009 / 0.2000
Generation 2, simulated / expected pairs: 0.0402 / 0.0400
Generation 3, simulated / expected pairs: 0.0082 / 0.0080
M over all birthplaces, min / max: 1.2500 / 1.2500
First generation only, 1+alpha*W: 1.2000 (no unit)
M if only electrons ionise: 1.2214 (no unit)
Steady solution at alpha*W=1.2, M: -5.000 (unphysical)
Width at which alpha*W=1: 500 nm
Field (rough): 0.40 MV/cm
Voltage across layer: 4.00 V
Ionisation threshold (rough): 1.50 eV
Dead space: 37.5 nm
Coefficient after dead space: 2.162e+04 /cm
M with dead space: 1.1384 (no unit)
M with dead space, simulated: 1.1368 (no unit)
(M-1) with dead space / without: 0.553
Unequal alpha, beta (rough): 3.0e+04, 1.0e+04 /cm
M unequal, electron / hole injection: 1.3734 / 1.1245
b in exp(-b/F) (rough): 1.50 MV/cm
Field +5%: alpha = 2.391e+04 /cm, M = 1.3142
Relative rise of b (rough): 7.0e-04 /K
At 400 K: alpha = 1.538e+04 /cm, M = 1.1818
Field at which alpha*W=1: 0.701 MV/cm
Injected current density (chosen): 1.0e+03 A/cm2
Drift velocity (rough): 1.0e+07 cm/s
Relative permittivity (rough): 12 (no unit)
Space-charge field change, upper size: 0.00118 MV/cm
M with that change in whole layer: 1.2535 (no unit)
Tunnelling prefactor (rough): 4.0e+14 cm^-1/2 V^-5/2 s^-1
Tunnelling field scale (rough): 19 MV/cm
Tunnel current at working field: 1.5e-16 A/cm2
Tunnel current at alpha*W=1: 4.4e-07 A/cm2
Transit time: 1.00 ps
Carrier lifetime (rough): 1.0 us
Transit time / lifetime: 1.0e-06 (no unit)
```
